Area Loss of Simple Closed Curves Moving by Curvature

A calculation that represents grain boundaries or surface contours by chains of points, and moves the points by curvature, has to decide when to delete a small closed loop. A level-set calculation needs no such decision, because there a loop vanishes by itself. If the time step is Δt, a loop that would vanish within the step cannot be advanced through it. The area law derived here turns this into a rule: an isolated, simple loop moving by curvature alone with constant mobility M is due for removal when its area is below 2πMΔt, whatever its shape. The law also settles a second choice. The area lost by such a loop belongs to the motion, and rescaling the loop to conserve its area would be an error.

**The statement and its conventions**

Let γ(u,t) be a smooth closed plane curve with nonzero γ_u, where subscripts denote derivatives. Let s be arc length, φ the angle of the unit tangent e = (cos φ, sin φ), and N = (−sin φ, cos φ) the normal to its left. The signed curvature is κ = dφ/ds. The curve moves by

γ_t = MκN + βe.

Here M > 0 is a constant with units of length²/time; unit mobility means M = 1. The tangential speed β relabels points without changing the shape.

A simple curve, one that does not meet itself, is traversed counterclockwise. Then N points inward, and a circle of radius R, with κ = 1/R, shrinks. The claim is that its enclosed area obeys

dA/dt = −2πM, so A(t) = A₀ − 2πMt.

The word "simple" cannot be dropped, as curves that cross themselves will show.

**First derivation: counting the turns of the tangent**

Write a×b = a_x b_y − a_y b_x. The signed area is

A = ½∮ γ×γ_u du.

Differentiation gives

dA/dt = ½∮ (γ_t×γ_u + γ×γ_tu) du.

Integrate the second term by parts. The boundary term vanishes because the curve is closed, so

∮ γ×γ_tu du = −∮ γ_u×γ_t du = ∮ γ_t×γ_u du.

The two terms are therefore equal. With γ_u du = e ds,

dA/dt = ∮ γ_t×e ds.

Since e×e = 0 and N×e = −1, the tangential speed drops out:

dA/dt = −M∮ κ ds = −M∮ dφ = −2πnM.

The integer n is the turning number, the net number of turns of the tangent in one circuit. It varies continuously during smooth motion, and a continuous integer is constant.

For a simple curve n = 1. To show this, start at a lowest point, s = 0, where the counterclockwise tangent has angle 0. For 0 ≤ s₁ < s₂ ≤ L, where L is the length, consider the direction from γ(s₁) to γ(s₂). It is defined because the curve is simple, except at (0,L), where both points coincide. It extends continuously to e(s) when s₁ = s₂ = s, and to −e(0) at (0,L). On the triangle of pairs (s₁,s₂) its angle can be chosen continuously, so the change between two corners does not depend on the path.

Along the diagonal from (0,0) to (L,L) the angle changes by 2πn. Now go through (0,L) instead. First s₁ stays at 0 and s₂ runs from 0 to L. The direction never points below the horizontal, and its angle goes from 0 to π. Then s₂ stays at L and s₁ runs from 0 to L. The direction never points above the horizontal, and its angle goes from π to 2π. Hence 2πn = 2π.

The curve also remains simple while the flow is smooth. Suppose it first touches itself at time t₁, and let |κ| ≤ K up to then. On an arc shorter than π/K all tangents lie within a right angle of the middle one, so the arc cannot close on itself. The contact thus joins two separate arcs. They must be tangent, since a transverse crossing would already have existed earlier. Over the common tangent they are graphs y = f₁ and y = f₂, with f₁ > f₂ before t₁. Their vertical speed is √(1 + f_x²) times the normal speed, and κ = f_xx/(1 + f_x²)^(3/2), so each obeys

f_t = M f_xx/(1 + f_x²).

Subtracting, w = f₁ − f₂ obeys a linear equation w_t = a w_xx + b w_x with a = M/(1 + f₁ₓ²) > 0 and b bounded. The strong maximum principle forbids a positive solution from first reaching zero at an interior point. So A remains the enclosed area. Because that area is positive, the smooth motion lasts no longer than

t_f = A₀/(2πM).

This derivation does not exclude an earlier singularity.

**Second derivation: the support function**

Now let the curve be convex with κ > 0. Each outward normal ν = (cos θ, sin θ) then occurs at one point, and θ can label the points. Define the support function h(θ,t) = γ·ν and let e = ν_θ. Since γ_θ = e ds/dθ = e/κ,

h_θ = γ_θ·ν + γ·e = γ·e,

h_θθ = γ_θ·e − γ·ν = 1/κ − h.

Hence h + h_θθ = 1/κ. At fixed θ, relabelling moves a point along e, perpendicular to ν, so

h_t = −Mκ.

Divided into thin triangles from the origin, the region has area

A = ½∮ h ds = ½∫ h(h + h_θθ) dθ,

with θ running from 0 to 2π. Differentiate and integrate by parts twice, using ∫ h h_tθθ dθ = ∫ h_θθ h_t dθ:

dA/dt = ∫ h_t(h + h_θθ) dθ = −M∫ κ(1/κ) dθ = −2πM.

The cancellation has a direct meaning. A strongly curved piece moves fast, but it occupies a short arc for a given range of normal directions. Each range dθ therefore removes area at the rate M dθ.

The same variables show that a convex curve survives until its area is gone. Set M = 1 by choice of the time unit. Differentiating 1/κ = h + h_θθ gives

κ_t = −κ²(h_t + h_tθθ) = κ²(κ_θθ + κ).

At the minimum of κ, κ_θθ ≥ 0, so the minimum cannot fall and the curve stays convex. Also L = ∫ h dθ, hence dL/dt = −∫ κ dθ < 0.

Suppose the smooth flow ended at t* while the area still tended to A* > 0. Let r be the radius of the largest disc inside the region at some earlier time. Each interior point lies at a distance ρ ≤ r along the inward normal from its nearest boundary point. The area element in these coordinates is (1 − κρ) dρ ds, which lies between 0 and dρ ds at such points. Therefore A ≤ rL, and r ≥ A*/L₀. The regions are nested, because h decreases, so the disc centres have a limit point. The disc of radius 2c = A*/L₀ about that point lies in every region before t*. With the origin there, h ≥ 2c. Define

q = κ/(h − c).

At the maximum of q over θ, q_θ = 0 and q_θθ ≤ 0. Differentiating κ = q(h − c) twice gives

κ_θθ ≤ q h_θθ = q(1/κ − h).

Adding κ = qh − qc leaves κ_θθ + κ ≤ q(1/κ − c). Therefore

q_t = κ²(κ_θθ + κ)/(h − c) + κ²/(h − c)²
≤ q²(1 − cκ) + q² = q²(2 − cκ).

Since κ = q(h − c) ≥ cq,

q_t ≤ q²(2 − c²q).

The maximum of q cannot grow once it exceeds 2/c². So κ is bounded above, and it is bounded below by its initial minimum. The equation for κ stays uniformly parabolic, and standard parabolic regularity and short-time existence continue the flow past t*. This contradicts the choice of t*. For convex curves the smooth lifetime is therefore A₀/(2πM).

**What each derivation assumes**

The first derivation needs a smooth closed curve and the flow law. Simplicity enters to fix n = 1 and to identify signed with enclosed area. Dents are allowed: where κ < 0 the boundary moves outward, and the negative contribution is included in the total turning. What it gives is the rate, and an upper limit on the lifetime.

The second derivation needs κ > 0, because it divides by κ and labels points by their normals. In return it controls the curvature and establishes the full lifetime. For a simple curve with dents, the missing fact is Grayson's theorem: the curve becomes convex before any singularity and then shrinks to a point. That theorem is used here as an outside result and is not proved. With it, t_f is the lifetime of every smooth simple closed curve.

The law was tested on the dented outline r/R = 1 + 0.25 cos 3ϑ + 0.1 sin 2ϑ, with ϑ the polar angle, R = 1 and M = 1. Tracking the curve through 95% of its predicted life gave the rate −6.283185, which is −2π to the digits shown. A separate level-set calculation on a grid of 111 × 111 points gave −6.277, and the region vanished at 0.5183 against the predicted 0.5181. These values carry grid error: between 71 and 141 points per side the rate moves from −6.273 to −6.280 and the vanishing time from 0.5193 to 0.5183.

**Curves that cross themselves**

A curve with n = 2 loses signed area at 4πM, twice the simple rate. A figure eight has n = 0, so its signed area, one lobe minus the other, is constant. The area actually enclosed is not. Let α be the interior angle of a lobe at the crossing. The tangent jumps there by π − α, so the smooth part of the lobe turns by 2π − (π − α) = π + α, and the lobe loses area at the rate

M(π + α).

In the unequal figure eight computed with M = 1, α fell from 1.551 rad at time 0.005 to 1.494 rad at time 0.03. The loss rate of both lobes together fell from 9.385 to 9.271. A figure eight is a smooth closed curve, so the law for enclosed area fails without simplicity.

**Direction-dependent mobility and an added speed**

If the mobility depends on the normal direction, V = M(θ)κ is the inward speed. For a simple curve κ ds = dθ and θ advances by 2π in all, so

dA/dt = −∫ M(θ) dθ, over 0 to 2π.

In a dent θ runs backwards and later retraces the same range, and the two contributions cancel. The rate is still constant while the curve stays smooth and simple, though the shape evolves differently.

If a uniform outward speed v is added, the inward speed is Mκ − v and

dA/dt = −2πM + vL.

This rate generally changes with the length. A circle is stationary at R = M/v, shrinks if smaller and grows if larger.

**An enclosed grain in a copper film**

Take a columnar grain lying wholly inside one larger grain of a sputtered copper film annealed at 673 K. Its boundary, seen from above, is the dented outline just used, with R = 200 nm. The other inputs are rough: film thickness d = 500 nm, boundary energy g = 0.6 J/m², surface energy 1.7 J/m² and M = 1000 nm²/s. Here M is the boundary mobility multiplied by the boundary energy.

The initial area is 130,219 nm² and the loss rate is 2π × 1000 = 6283 nm²/s. The lifetime is

t_f = 130,219/6283 = 20.7 s.

A circle of radius 200 nm lasts 200²/(2 × 1000) = 20.0 s. The difference comes entirely from the area, which exceeds the circle's by the factor 1 + ½(0.25² + 0.1²) = 1.036. The perimeter of 1430 nm does not enter.

At 2.07 s the outline still has a dent, with minimum curvature −0.0032 nm⁻¹. At 5.18 s the minimum is positive. The ratio L²/(4πA), equal to 1 for a circle, falls from 1.249 initially to 1.006 at half the lifetime. The area then is 65,110 nm², half the initial value, as the linear law requires. For a time step of 0.1 s the deletion area is 628 nm², that of a circle of radius 14 nm. The rule does not replace the stability limit of the step. An explicit step needs a point spacing above about √(2MΔt), also 14 nm here, so points must be removed as the loop shrinks. A chain that keeps 64 points on a circle starting at 200 nm breaks into a zigzag near 30,000 nm², long before the deletion area.

**How far a real film departs from the model**

Suppose the surface energies of the two grains differ by 0.05 J/m², a rough value. With two film surfaces this gives a pressure P = 2 × 0.05/d = 0.20 MPa, compared with g/R = 3.0 MPa. It adds a speed v = MP/g, outward if the enclosed grain has the lower surface energy. Relative to 2πM, the initial rate changes by

PL/(2πg) = 7.6%.

This share falls as the perimeter shrinks.

Grooves where the boundary meets the surfaces also resist motion. Balance at a groove root gives a flank slope of about ψ = g/(2 × 1.7 J/m²) = 0.18. If the flank is too slow to reshape, the boundary must tilt by about ψ to slide along it. The pull from two surfaces is then equivalent to a pressure 2gψ/d = 0.42 MPa, or at most 16% of the initial rate, averaged through the thickness. The outline at the surfaces lags by more, because the pull acts there and bows the boundary. For a nearly flat boundary the steady bow has depth ψd/4 = 22 nm and settles with a relaxation time d²/(4π²M) = 6.3 s. In this model the outline of a 200 nm circular grain, seen from above, stays pinned for about 1 s. It then loses area at about 0.4 of 2πM between 1 and 2 s and 0.7 between 2 and 5 s. The grain closes at mid-film near 21 s while an outline of about 65 nm radius remains at the surfaces. The visible area is therefore not linear in time. The estimate is itself a scale, not a measured drag.

The copper crystal has inversion symmetry, so the boundary has the same mobility for opposite normals. For the trial form M(θ) = M exp(0.3 cos 2θ), which varies between 0.74 and 1.35 times M, the area rate rises by 2.3%. The program tests the general law with cos 3θ in place of cos 2θ; the average over a full turn is the same. This trial form varies the mobility only. If the boundary energy also depends on direction, the factor multiplying the mobility is the stiffness g + g_θθ, not g. An energy g(1 + 0.1 cos 2θ) turns the rise of 2.3% into a fall of 2.3%. Temperature matters more. With a rough activation energy of 1 eV, a film 10 K hotter has a mobility 29% larger, and the lifetime is 22% shorter. Linear kinetics are adequate at the starting size, where the driving energy per atom is about 0.004 kT. The sharp-boundary picture becomes doubtful near a radius of 5 nm, but only about 0.01 s of life remains there.

The planar law also assumes that the boundary stays straight through the film. A small difference in radius between the two surfaces shrinks while the radius exceeds about d/π = 159 nm, but only by 6% from a start at 200 nm, and grows below that radius. Relative to the radius it grows from the start. The difference in cross-sectional area decays throughout, with time constant d²/(π²M) = 25 s, longer than the life of the grain. A circular grain of radius 190 nm at one surface and 210 nm at the other first closes at 19.1 s instead of 20.0 s. The grain can then close at one depth while an outline remains at another, so the last part of its life need not follow the planar law.

Complete enclosure is a further assumption, and without it even the planar law changes. A grain in a polycrystalline film can meet several neighbours at triple junctions. If all boundaries have equal energy and mobility and the junctions move freely with angles of 120°, each corner supplies π/3 of the total turning. A grain with m corners then obeys

dA/dt = −M(2π − mπ/3) = −2πM(1 − m/6).

A five-sided grain loses area at one sixth of the enclosed-grain rate, a six-sided one keeps its area, and one with more sides grows. The deletion rule 2πMΔt therefore applies to enclosed loops, not to every grain in a film. Solute drag and film stress are also left out. An atomic-jump estimate with an attempt frequency of 10¹³ s⁻¹ and the 1 eV barrier gives an M about 90 times larger than the value chosen. Solutes can change the mobility greatly, so the 20.7 s follows from the chosen M and is not a prediction for a particular film. The numerical output lists the tests and the main values of the example.

Table of computed values

```
TESTS, dimensionless, M = 1
integral of kappa ds, non-convex curve: 6.28318531
integral of |kappa| ds, same curve: 10.0475
2*pi: 6.28318531
area rates, front tracking: -6.28318531 to -6.28318531
area rate, level set: -6.2772
vanishing time, level set: 0.5183; A0/(2 pi): 0.5181
length rate: -17.7949; formula: -17.7937
outward speed 0.5: area rate -2.71002; formula -2.71002
anisotropic area rates: -6.42535, -6.42535; formula -6.42535
ellipse, kappa rate at theta = 0.7 rad: 3.22595; formula 3.22598
ellipse, rate of maximum q: -8.299; upper bound 4.942
turning number 2, signed-area rate: -12.566371
figure eight, signed area: 0.471239 -> 0.471239
figure eight t=0.005: alpha 1.5507 rad, lobe rate -4.6923, total area 1.3313, rate -9.3846
figure eight t=0.03: alpha 1.4937 rad, lobe rate -4.6353, total area 1.0980, rate -9.2706
EXAMPLE, rough copper-film values
size scale: 200 nm; film thickness: 500 nm
reduced mobility: 1000 nm^2/s; temperature: 673 K
boundary energy: 0.6 J/m^2; surface energy: 1.7 J/m^2
outline r/R = 1 + 0.25 cos(3 angle) + 0.1 sin(2 angle)
initial area: 130219 nm^2; perimeter: 1429.9 nm
area loss rate 2 pi M: 6283.2 nm^2/s
predicted lifetime: 20.725 s
lifetime of a circle of radius 200 nm: 20.000 s
time s | area nm^2 | perimeter nm | min kappa 1/nm | L^2/(4 pi A)
  0.000 |  130219.0 |  1429.9 |  -0.02174 | 1.24939
  2.073 |  117197.1 |  1289.1 |  -0.00321 | 1.12828
  5.181 |   97664.3 |  1132.0 |   0.00074 | 1.04405
 10.363 |   65109.5 |   907.4 |   0.00476 | 1.00635
 15.544 |   32554.8 |   639.9 |   0.00893 | 1.00107
 19.689 |    6511.0 |   286.0 |   0.02162 | 1.00004
NEGLECTED EFFECTS
capillary pressure gb/R: 3.000 MPa
surface-energy difference: 0.05 J/m^2 per surface, pressure 0.200 MPa
its change of initial area rate: 7.6 %
groove drag, upper scale: 0.424 MPa
its change of initial area rate, upper scale: 16.1 %
anisotropy factor range: 0.741 to 1.350; rate change 2.26 %
10 K hotter, barrier 1.0 eV: mobility change 28.7 %
volume per atom: 0.012 nm^3; driving energy per atom / kT: 0.00387
time left at radius 5 nm: 0.0125 s
```
